# Phonon linewidth and electron mass enhancement: limits of Allen's relation, part 2

When does a phonon's linewidth in a metal (real decay) give its share of the electron mass enhancement \(\lambda\) (virtual dressing)? Atomic units, \(\hbar=k_B=1\); \(N\) cells of volume \(V\); band energies \(\xi_k\) from \(E_F\); Fermi function \(f\); \(k'\) means \(k+q\), and \(\sum_k\) includes both band sums. The vertex \(g\) contains \((2M\omega_q)^{-1/2}\). The phonon response is \(D\):

\[ \Pi(q,\omega)=\frac{2}{N}\sum_k|g|^2\frac{f_k-f_{k'}}{\omega+\xi_k-\xi_{k'}+i0},\qquad D(q,\omega)\equiv\frac{\langle\phi_q\rangle}{F}=\frac{2\omega_q}{\omega^2-\omega_q^2-2\omega_q\Pi}. \tag{1} \]

For a narrow line, \(\gamma_q=-\mathrm{Im}\,\Pi(q,\omega_q)\) is the half width at half maximum:

\[ \gamma_q=\frac{2\pi}{N}\sum_k|g|^2\,(f_k-f_{k'})\,\delta(\xi_{k'}-\xi_k-\omega_q). \tag{2} \]

The double-delta approximation, with \(S_q=\frac1N\sum_k|g|^2\delta(\xi_k)\delta(\xi_{k'})\), is

\[ \gamma_q^{dd}=2\pi\omega_qS_q. \tag{4} \]

With self-energy

\[ \Sigma(k,z)=\frac1N\sum_q|g|^2\left[\frac{1-f_{k'}}{z-\xi_{k'}-\omega_q}+\frac{f_{k'}}{z-\xi_{k'}+\omega_q}\right], \]

residue \(Z\) and \(\lambda_k=-\partial_z\mathrm{Re}\,\Sigma|_{z=0}=1/Z-1\),

\[ \lambda_k=\frac1N\sum_q\frac{|g|^2}{(|\xi_{k'}|+\omega_q)^2}. \tag{5} \]

Sharpening this kernel and averaging over the Fermi surface, with \(N(0)\) the density of states per spin and cell, gives

\[ \lambda=\frac{1}{N(0)N}\sum_k\delta(\xi_k)\lambda_k=\frac1N\sum_q\lambda_q,\qquad\lambda_q=\frac{2S_q}{N(0)\,\omega_q}. \tag{6} \]

Allen's relation, an identity for \(\gamma_q^{dd}\), is

\[ \gamma_q=\pi N(0)\,\omega_q^2\,\lambda_q , \tag{7} \]

Static screening of \(g\) needs \(\chi_0(q,\omega_q)\approx\chi_0(q,0)\), where \(\chi_0=\Pi/|g|^2\).

Model: parabolic band \(k^2/2m\), constant \(g\), \(v_F=k_F/m\), \(\mu\) the cosine between \(k\) and \(q\). For \(q<2k_F\), \(\gamma_q^{dd}=\pi\omega g^2N(0)/(v_Fq)\) and \(\lambda_q=g^2/(\omega v_Fq)\). The exact width gives

\[ R\equiv\frac{\gamma_q}{\pi\omega g^2N(0)/v_Fq}=\frac1\omega\int_{\varepsilon_-}^{\varepsilon_+}f\,d\varepsilon=\frac T\omega\ln\frac{1+e^{(E_F-\varepsilon_-)/T}}{1+e^{(E_F-\varepsilon_+)/T}}, \tag{8} \]

\[ \varepsilon_\pm=\frac{1}{2m}\left(\frac{m\omega}{q}\pm\frac q2\right)^2,\qquad\varepsilon_+-\varepsilon_-=\omega . \]

At \(T=0\), \(R\) rises from 0 at \(q_1\) to 1 at \(q_2\), around \(q_c=\omega/v_F\), and falls to 0 between \(q_3\) and \(q_4\), around \(2k_F\). The earlier table showed \(R=0.9999\) at \(q=0.00470\) Å\(^{-1}\), 300 K.

Example: \(E_F=5\) eV, \(V=20\) Å\(^3\), free-electron mass, \(\omega=0.04\) eV, \(g=0.1\) eV, \(T=300\) K, \(k_F=1.14558\) Å\(^{-1}\), \(\hbar v_F=8.7292\) eV Å, \(N(0)=0.15232\) eV\(^{-1}\), \(q_c=0.004582\), \(q_1=0.004573\) Å\(^{-1}\).

**Q.** So the true width peaks near \(q_c\). Is your narrow-line theory still valid at that peak?

**A.** No, not reliably in this example. For constant \(g\) and \(\omega\), summing \(\lambda_q\) over \(q<2k_F\),

\[ \lambda=\frac{V}{2\pi^2}\int_0^{2k_F}q^2dq\,\frac{g^2}{\omega v_Fq}=\frac{V}{2\pi^2}\frac{g^2}{\omega v_F}\,2k_F^2=\frac{2g^2N(0)}{\omega}=\frac{2\cdot0.01\cdot0.15232}{0.04}=0.0762 . \]

At \(v_Fq=\omega\), \(\gamma^{dd}=\pi g^2N(0)\), so \(\gamma^{dd}(q_c)/\omega=\pi\lambda/2=0.120\), a width of \(4.79\times10^{-3}\) eV. The ratio \(\gamma/\omega\) is then about a tenth, but the more serious problem is that \(\Pi\) varies quickly with \(\omega\) at the edge, so the line is not a Lorentzian there. Close to the edge \(\mathrm{Re}\,\Pi\) is large and positive, and it can push part or even most of the line above the pair continuum, where the intraband width is zero at \(T=0\). The real part also differs between the static limit and the limit \(q\to0\). At \(\omega=0\), \(q\to0\), the ratio \((f_k-f_{k'})/(\xi_k-\xi_{k'})\) tends to \(f'=-\delta(\xi)\) and \(\Pi=-2g^2N(0)=-\lambda\omega\). At finite \(\omega\) and \(q\to0\) the numerator in (1) vanishes and the intraband \(\Pi\) is zero. Hence for \(q\ll q_c\) the mode lies higher than its adiabatic frequency by \(\lambda\omega\) in this model, to first order. The same collapse of \(\chi_0\) invalidates static screening of the vertex. By contrast, for \(q_c\ll q\ll k_F\), where \(\mathrm{Re}\,\chi_0\approx-2N(0)\) and \(\mathrm{Im}\,\chi_0=-\pi\omega N(0)/(v_Fq)\), the ratio \(\mathrm{Im}\,\chi_0/\mathrm{Re}\,\chi_0\approx\pi\omega/(2v_Fq)\) is small. The table is therefore the one-loop width for a fixed vertex, and near \(q_c\) it locates the failure without being a prediction of the line shape.

**Q.** In your table the approximation is perfect a few percent above \(q_c\). May I then trust (7) for all \(q>q_c\)?

**A.** No; that is special to a constant vertex on a sphere in three dimensions. For \(q\ll k_F\) and intraband pairs, \(\xi_{k+q}-\xi_k\approx v_k\cdot q\). The window may still be collapsed onto the Fermi surface, which leaves

\[ \gamma_q\approx2\pi\omega\frac1N\sum_k|g|^2\delta(\xi_k)\,\delta(v_k\cdot q-\omega), \]

against \(\delta(v_k\cdot q)\) in (4). The double delta samples the line on the Fermi surface where \(v\perp q\); the true process samples the line where the velocity along \(q\) equals the phase velocity \(\omega/q\). On a sphere with \(g=g(\mu)\) and \(x=\omega/v_Fq\), the angular average gives \(N(0)|g(x)|^2/2v_Fq\) for \(x<1\), so \(R=|g(x)|^2/|g(0)|^2\). Take \(g=g_0P_2(\mu)\) with \(P_2=(3\mu^2-1)/2\), a vertex with zero Fermi-surface average. Then \(P_2(0)=-\tfrac12\) and

\[ R=4P_2(x)^2=(1-3x^2)^2\approx1-6x^2 . \]

At \(x=0.2\), \(R=0.88^2=0.7744\); at \(x=0.5\), \(0.25^2=0.0625\). Quadrature of (2) near \(T=0\) gives these values, and 0.8465 at \(x=0.8\) and 2.9157 at \(x=0.95\), all tested against the formula to \(10^{-3}\) in \(R\). At five times \(q_c\) the true width is already 23% below \(\gamma^{dd}\), it vanishes at \(x=1/\sqrt3\), and it approaches four times \(\gamma^{dd}\) at threshold. For a vertex that vanishes at \(\mu=0\), such as \(g\propto\mu^2\), \(\gamma^{dd}\) is zero at this order while \(\gamma_q\) is not. On a Fermi circle in two dimensions even a constant vertex deviates: \(\int\frac{d\theta}{2\pi}\delta(v_Fq\cos\theta-\omega)\) has two roots, each with slope \(v_Fq\sqrt{1-x^2}\), so \(R=(1-x^2)^{-1/2}\). The condition is \(\omega_q\ll v_Fq\), with an error of order \(x^2\) for a vertex even in \(\mu\) and nonzero at \(\mu=0\).

**Q.** Then every acoustic branch must be in trouble too, since \(q\to0\).

**A.** The parameter is \(x\), and for \(\omega=cq\) it is the constant \(c/v_F\). In the parabolic model \(\varepsilon_+=(mc+q/2)^2/2m\) tends to \(mc^2/2\ll E_F\), so \(R=1\) up to terms of order \(e^{-E_F/T}\). With \(\hbar c=0.03\) eV Å, \(c/v_F=0.00344\), and the program finds \(R=1.0000000\) at \(q=10^{-4}\) Å\(^{-1}\) and 300 K, far below the \(q_c\) of the optical mode. For a deformation-potential vertex \(g^2=D_0^2q^2/(2Mcq)\), (4) gives \(\gamma_q=\pi N(0)D_0^2q/(2Mv_F)\), so \(\gamma_q/\omega_q\) is constant, while \(\lambda_q=D_0^2/(2Mc^2v_Fq)\) grows as \(1/q\) and remains integrable with the weight \(q^2dq\). The limit on this result comes from the assumption of sharp electron energies. An electron scattering time \(\tau\) blurs the pair energy by \(1/\tau\), which is negligible only if \(v_Fq\gg1/\tau\), that is \(q\ell\gg1\) with the mean free path \(\ell=v_F\tau\). For \(q\ell\lesssim1\) neither (2) nor (4) applies, and the same blurring can give an optical mode a width below \(q_1\) that (2) does not contain.

**Q.** You have shown the double delta too large at \(q=0\). Can it be too small?

**A.** Yes, for interband pairs. At \(q=0\), (2) needs two bands separated by \(\omega\) at the same \(k\), one filled and one empty, while (4) needs both at \(E_F\). Take one two-dimensional Dirac cone, \(\varepsilon=\pm vk\), with cell area \(A\), chemical potential \(\mu_0\) and a constant interband vertex. Only lower-to-upper transitions satisfy the delta:

\[ \gamma=2\pi g^2\frac{A}{2\pi}\int k\,dk\,[f(-vk-\mu_0)-f(vk-\mu_0)]\,\delta(2vk-\omega). \]

The root is \(k=\omega/2v\) with Jacobian \(1/2v\), so

\[ \gamma=\frac{g^2A\,\omega}{4v^2}\left[f\!\left(-\tfrac\omega2-\mu_0\right)-f\!\left(\tfrac\omega2-\mu_0\right)\right]. \]

At \(T=0\) this is finite for \(|\mu_0|<\omega/2\) and Pauli-blocked beyond. The interband double delta \(\delta(vk-\mu_0)\delta(-vk-\mu_0)\) has no common root for \(\mu_0\ne0\). With \(\hbar v=6\) eV Å, \(A=5\) Å\(^2\), \(\omega=0.2\) eV, \(g=0.1\) eV, the prefactor is \(0.01\cdot5\cdot0.2/(4\cdot36)=6.944\times10^{-5}\) eV. At 300 K and \(\mu_0=0.03\) eV the bracket is \(f(-0.13\ \text{eV})-f(0.07\ \text{eV})=0.9935-0.0625=0.9310\), giving \(6.465\times10^{-5}\) eV as in the quadrature. At \(\mu_0=0.2\) eV the width has dropped to \(1.42\times10^{-6}\) eV. Two Gaussians of width \(\sigma\) multiply to \(e^{-(v^2k^2+\mu_0^2)/\sigma^2}\), so for \(\sigma=0.005\) eV the double-delta value is \(5\times10^{-21}\) eV for each of the two band orderings in the first case and underflows to zero in the second. This width has no counterpart in the \(\lambda_q\) of (6). The failure is not confined to \(q=0\): it can persist at small \(q\), where \(v_Fq\) is smaller than the interband separation. For two parallel parabolic bands that both cross \(E_F\), interband pairs with both states at \(E_F\) exist once \(v_Fq\) exceeds the separation, up to the sum of the two Fermi wavevectors, and with a constant vertex the double delta is accurate again when \(v_Fq\) is much larger than both the separation and \(\omega_q\). A band that does not reach \(E_F\), such as the lower cone for \(\mu_0>0\), forms no such pairs at any \(q\).

**Q.** A numerical evaluation broadens the deltas, and then \(S_q\) at \(q=0\) is finite. Does the broadening repair the divergence?

**A.** It hides it. Let \(\delta_\sigma\) be a normalized Gaussian of standard deviation \(\sigma\ll E_F\), and \(q\ll k_F\). The integral over \(\xi\) of \(\delta_\sigma(\xi)\delta_\sigma(\xi+y)\) is a Gaussian of variance \(2\sigma^2\), namely \(e^{-y^2/4\sigma^2}/(2\sqrt\pi\sigma)\). With \(y=v_Fq\mu\) and \(t=y/2\sigma\),

\[ S_q^\sigma=\frac{g^2N(0)}{2}\,\frac{1}{v_Fq}\,\frac{1}{\sqrt\pi}\int_{-v_Fq/2\sigma}^{v_Fq/2\sigma}e^{-t^2}dt=\frac{g^2N(0)}{2v_Fq}\,\mathrm{erf}\!\left(\frac{v_Fq}{2\sigma}\right). \]

Since \(\mathrm{erf}\,t\approx2t/\sqrt\pi\), the limit is \(g^2N(0)/(2\sqrt\pi\sigma)\). For \(\sigma=0.05\) eV this is \(0.01\cdot0.15232/(2\sqrt\pi\cdot0.05)=8.59\times10^{-3}\), so \(\gamma^{dd}=2\pi\cdot0.04\cdot8.59\times10^{-3}=2.16\times10^{-3}\) eV and \(\lambda_q=2.82\). For \(\sigma=0.1\) eV both are halved, to \(1.08\times10^{-3}\) eV and 1.41. The value scales as \(1/\sigma\) and never converges, the crossover sits at \(q\approx2\sigma/v_F\) rather than at \(\omega/v_F\), and the intraband width from (2) is zero at \(T=0\) for all \(q<q_1\), including the limit \(q\to0\) that this number is meant to represent. A related point holds on a coarse \(q\) mesh: the \(q=0\) point carries this \(\sigma\)-dependent number with the weight of a whole mesh cell.

**Q.** If \(\lambda_q\) is wrong near \(q=0\), why should the total \(\lambda\) built from linewidths be right?

**A.** Two errors must be kept apart. The first is the difference between exact and double-delta widths in the sum. For constant \(g\) and \(\omega\), summing (2) over \(q\) makes \(k'\) an independent variable, so at \(T=0\)

\[ \lambda'\equiv\frac1N\sum_q\frac{\gamma_q}{\pi N(0)\omega^2}=\frac{2g^2}{N(0)\omega^2}\int_{-\omega}^0d\xi\,N(\xi)N(\xi+\omega),\qquad N(\xi)=N(0)\sqrt{1+\xi/E_F}. \]

Put \(\xi=u-\omega/2\) with \(|u|<\omega/2\). The product of roots is \(\sqrt{(1+u/E_F)^2-\omega^2/4E_F^2}\approx1+u/E_F-\omega^2/8E_F^2\), the term in \(u\) averages to zero, and \(\lambda'=\lambda(1-\omega^2/8E_F^2)\). The small-\(q\) share follows from the weight \(q^2dq\cdot q^{-1}\): the missing part is \(q_c^2/2\) out of \(2k_F^2\), and \(v_Fk_F=2E_F\) turns \(q_c^2/4k_F^2\) into \(\omega^2/16E_F^2\). In the example these are \(0.0016/200=8.0\times10^{-6}\) and \(4.0\times10^{-6}\) relative to \(\lambda\), as the integration of (8) over \(q\) confirms. For this constant vertex in three dimensions the region of failure has too little volume to matter. The conclusion does not carry over to a \(|g|^2\) that grows as \(1/q^2\) at small \(q\), for which the double-delta sum diverges as \(\int dq/q\) while the sum of exact widths is cut off near \(q_c\), nor to a vertex that vanishes on the line \(\xi_k=\xi_{k+q}=0\), for which the widths miss almost all of the coupling measured by (5) wherever \(q\gg q_c\), that is over nearly the whole zone.

The second error is the step from (5) to (6). Average (5) over the Fermi sphere at fixed \(q<2k_F\). The final energy runs from \(\xi_-=q^2/2m-v_Fq<0\) to \(\xi_+=q^2/2m+v_Fq\), with \(d\mu=d\xi/v_Fq\), so the share of \(q\) in \(-\partial_z\mathrm{Re}\,\Sigma\), that is in \(1/Z-1\), is

\[ \lambda_q^\Sigma=\frac{g^2}{2v_Fq}\left[\frac2\omega-\frac{1}{|\xi_-|+\omega}-\frac1{\xi_++\omega}\right]\;\xrightarrow{\,q\ll k_F\,}\;\frac{g^2}{\omega(\omega+v_Fq)}. \]

Relative to \(\lambda_q=g^2/(\omega v_Fq)\) this is smaller by the factor \(1/(1+x)\), a difference of first order in \(x\), about one percent at \(q=0.5\) Å\(^{-1}\) in the example. The velocity is governed instead by the total slope \(d\Sigma(k,\xi_k)/d\xi_k\). At fixed \(q\ll k_F\) the difference \(\xi_k-\xi_{k+q}\) hardly changes with \(|k|\), so for a constant vertex only the Fermi factors vary, and \(f'=-\delta\) gives \(-(2/\omega)\delta(\xi_{k'})\): at \(T=0\) the share of such a \(q\) in the velocity reduction is the double-delta \(\lambda_q\) itself, without the factor \(1/(1+x)\). In a sum over a broad range of \(q\) the two measures differ at relative order \(\omega/E_F\), so the deficit found next is that of \(1/Z-1\), not of the mass. The program tests the integrated consequence. It takes \(g^2=g_0^2e^{-q^2/k_F^2}\) with \(g_0=0.1\) eV and \(\omega_q=s(1+0.2q^2/k_F^2)\), differentiates \(\mathrm{Re}\,\Sigma\) numerically, and compares with the sum of exact widths divided by \(\pi N(0)\omega_q^2\). For \(s=0.05\) eV the two are 0.01268 and 0.01284, with ratio 0.98779; for \(s=0.025\) eV, 0.02552 and 0.02568, with ratio 0.99381. The deficit halves with \(s\), has the sign of the bracket above, and extrapolates linearly to 0.99983, within the required \(10^{-3}\) of one. That fixes the prefactor of (7) by a route that never uses \(S_q\).

**Q.** One last doubt. Below \(q_1\) the width is zero. If I measure that and invert (7), do I learn that those modes do not couple?

**A.** No. For \(q<q_1\) at \(T=0\) there are three different numbers in the parabolic model. The width divided by \(\pi N(0)\omega^2\) is zero. The double-delta \(\lambda_q=g^2/(\omega v_Fq)\) diverges. The share in \(-\partial_z\mathrm{Re}\,\Sigma=1/Z-1\) tends to \(g^2/\omega^2\), which is \(0.01/0.0016=6.25\) for the parameters of the example, while the share in the velocity reduction at the Fermi surface follows the double-delta value; both are to be weighted with the small volume of those wavevectors. The decay is forbidden because a real pair must take up the energy \(\omega\); the dressing of the electron goes through a virtual phonon, which need not conserve energy, so it survives. This is the distinction you raised at the start, and for the share in (5) it fades, as the first power of \(x\), only when the pair continuum at that \(q\) is much wider than \(\omega_q\) and the vertex does not vanish on the line \(\xi_k=\xi_{k+q}=0\), which for small \(q\) is the line \(v\perp q\). For \(g=g_0\mu^2\) on the sphere the width divided by \(\pi N(0)\omega^2\) is \(g_0^2x^4/(\omega v_Fq)\), while the average of (5) gives \(\int_0^1d\mu\,g_0^2\mu^4/(v_Fq\mu+\omega)^2\approx g_0^2x/(3\omega v_Fq)\); their ratio \(3x^3\) goes to zero, not to one. A measured line also contains anharmonic and disorder broadening, which must be removed first, and it may contain an interband part like that of the Dirac cone. What remains can be converted to \(\lambda_q\) by (7) when \(\omega_q\ll v_Fq\), \(q\ell\gg1\), \(\gamma_q\ll\omega_q\), bands and vertex vary slowly with energy over \(\omega_q\) and several \(T\) around \(E_F\), the vertex is not small on the line \(\xi_k=\xi_{k+q}=0\) compared with the rest of the Fermi surface, and no edge of the pair region, such as \(2k_F\) or an interband threshold, lies within \(\omega_q\) or several \(T\) of the Fermi-surface pairs.

## Numbers as computed

```
EF = 5.0 eV, V = 20.0 A^3, w = 0.04 eV, g = 0.1 eV, T = 300.0 K
hbar^2/m = 7.61996 eV A^2, kT = 0.02585 eV
kF = 1.14558 1/A, 2kF = 2.29115 1/A, hbar vF = 8.7292 eV A
N0 = 0.15232 1/eV per spin and cell, electrons per cell = 1.0155
decay test: w = 0.25 eV, q = 0.08592 1/A, 2 gamma_dd = 0.00200 eV
  decay rate/(2 gamma) = 0.9962, Dyson FWHM/(2 gamma) = 0.9999
q = 0.5 1/A: w/(vF q) = 0.00916, S_q = 1.74500e-04 (eV^0), lambda_q = 0.05728
  gamma definition = 4.38565e-05 eV, pi N0 w^2 lambda_q = 4.38565e-05 eV
  FWHM = 8.7713e-05 eV = 0.7075 1/cm
  lifetime hbar/(2 gamma) = 7.504 ps, gamma/w = 1.096e-03
qc = w/vF = 0.004582, q1 = 0.004573, q2 = 0.004592 1/A
q3 = 2.28656, q4 = 2.29572 1/A
q (1/A), gamma_dd (eV, valid q<2kF), R(T=0), R(300 K)
  0.00400  5.4821e-03  0.0000  6.4073e-27
  0.00450  4.8729e-03  0.0000  8.7345e-04
  0.00458  4.7878e-03  0.3739  4.5365e-01
  0.00460  4.7670e-03  1.0000  8.0604e-01
  0.00470  4.6656e-03  1.0000  9.9992e-01
  0.00500  4.3857e-03  1.0000  1.0000e+00
  0.05000  4.3857e-04  1.0000  1.0000e+00
  2.28000  9.6177e-06  1.0000  8.5894e-01
  2.29000  9.5757e-06  0.6250  5.4594e-01
  2.30000  9.5340e-06  0.0000  1.9199e-01
P2 vertex: w/(vF q) = 0.2: R = 0.7744
P2 vertex: w/(vF q) = 0.5: R = 0.0625
P2 vertex: w/(vF q) = 0.8: R = 0.8465
P2 vertex: w/(vF q) = 0.95: R = 2.9157
acoustic: hbar c = 0.03 eV A, c/vF = 0.00344
  R(q = 1e-4 1/A) = 1.0000000
smearing 0.05 eV: gamma_dd(q->0) = 2.1599e-03 eV, lambda_q = 2.8209
smearing 0.1 eV: gamma_dd(q->0) = 1.0799e-03 eV, lambda_q = 1.4104
Dirac: hbar v = 6.0 eV A, A = 5.0 A^2, w = 0.2 eV, g = 0.1 eV, T = 300.0 K
  mu = 0.03 eV: gamma = 6.4651e-05 eV, interband dd (smearing 0.005 eV) = 5.1e-21 eV
  mu = 0.2 eV: gamma = 1.4209e-06 eV, interband dd (smearing 0.005 eV) = 0.0e+00 eV
lambda = 2 g^2 N0/w = 0.07616, gamma_dd(qc)/w = 0.11964
gamma_dd(qc) = 4.7854e-03 eV
relative loss with exact widths = 8.0001e-06, from small q = 4.0000e-06
loop test: g^2 = g0^2 exp(-q^2/kF^2), w = s (1 + 0.2 q^2/kF^2)
  s = 0.05 eV: lambda(Sigma) = 0.01268, lambda(gamma) = 0.01284, ratio = 0.98779
  s = 0.025 eV: lambda(Sigma) = 0.02552, lambda(gamma) = 0.02568, ratio = 0.99381
  ratio extrapolated to s -> 0 = 0.99983
```
